# Gate capacitance of a periodic nanotube array above a metal plane

A conducting tube of radius 0.6 nm, with its axis 8 nm above a metal gate in a dielectric of relative permittivity 16, has a capacitance of about 271 aF/µm when it is alone. Placed in an array of identical tubes 8 nm apart, at the same height, it keeps only about 127 aF/µm. Yet the array as a whole reaches 90% of the capacitance per area of a continuous metal sheet at the height of the axes. Each tube has lost more than half of its capacitance, while the array has almost become a plate. Both facts follow from one logarithm.

## The model

The tubes are parallel, infinitely long conductors of radius $R$. Their axes lie at $x=nP$, $y=h$, with $n$ any integer and $P$ the pitch. The gate is the grounded plane $y=0$, and a uniform dielectric of relative permittivity $\kappa$ fills the space above it. All tubes are at the same potential $V$ and carry the same charge per length $\lambda$. The height $h$ is measured to the axis, so the dielectric below a tube has thickness $h-R$. Thin tubes means $R\ll P$ and $R\ll h$.

The algebra uses atomic units, in which $4\pi\varepsilon_0=1$ and Poisson's equation is $\nabla^2\phi=-4\pi\rho/\kappa$. The capacitance per tube and per length is $C=\lambda/V$. It is positive for either sign of charge, since $\lambda$ and $V$ change sign together. It is convenient to define

$$u=\frac{\kappa}{2\lambda}\,\phi,\qquad L=\frac{\kappa V}{2\lambda},\qquad C=\frac{\kappa}{2L}.$$

Here $L$ is the value of $u$ on the tube. Multiplication by $4\pi\varepsilon_0$ gives the SI form $C=2\pi\varepsilon_0\kappa/L$. The result to be derived is

$$L\simeq L_0=\ln\!\left[\frac{P}{\pi R}\sinh\frac{2\pi h}{P}\right].$$

## First derivation: summing images

By Gauss's law, a line charge has radial field $2\lambda/(\kappa r)$, and therefore potential $-(2\lambda/\kappa)\ln r$ plus a constant. The grounded plane is replaced by a charge $-\lambda$ at $y=-h$. The pair gives

$$u_1(x,y)=\frac12\ln\frac{x^2+(y+h)^2}{x^2+(y-h)^2},$$

which vanishes at $y=0$, as required. Far away along $x$ it falls as $2yh/x^2$, so the sum over the array converges if each charge is kept with its image.

Let $z_\pm=x+i(y\pm h)$. Then

$$u=\sum_n u_1(x-nP,y)=\ln\prod_n\left|\frac{z_+-nP}{z_--nP}\right|.$$

Joining the factors $n$ and $-n$ gives

$$\frac{(z_+-nP)(z_++nP)}{(z_--nP)(z_-+nP)}=\frac{1-z_+^2/(n^2P^2)}{1-z_-^2/(n^2P^2)}.$$

The product formula $\sin w=w\prod_{n\ge1}[1-w^2/(n^2\pi^2)]$, with $w=\pi z_\pm/P$, turns the whole product into a ratio of two sines:

$$u=\ln\left|\frac{\sin(\pi z_+/P)}{\sin(\pi z_-/P)}\right|.$$

For real $\alpha$ and $\beta$,

$$|\sin(\alpha+i\beta)|^2=\sin^2\alpha+\sinh^2\beta=\tfrac12(\cosh2\beta-\cos2\alpha).$$

Hence

$$u=\frac12\ln\frac{\cosh[2\pi(y+h)/P]-\cos(2\pi x/P)}{\cosh[2\pi(y-h)/P]-\cos(2\pi x/P)}.$$

Now take a point on the surface of the tube at $n=0$: $x=R\cos\theta$, $y=h+R\sin\theta$. Expanding the denominator to second order in $R/P$ gives

$$\frac12\left(\frac{2\pi R}{P}\right)^2(\sin^2\theta+\cos^2\theta)=\frac{2\pi^2R^2}{P^2}.$$

It does not depend on $\theta$, so small circles around the axis are equipotentials to leading order. In the numerator $R$ may be set to zero:

$$\cosh\frac{4\pi h}{P}-1=2\sinh^2\frac{2\pi h}{P}.$$

The ratio is $[P\sinh(2\pi h/P)/(\pi R)]^2$. Half its logarithm is $L_0$.

## Second derivation: lateral modes

The same row of charges can be treated as a charged sheet with ripples. Its charge density is

$$\rho=\frac{\lambda}{P}\,\delta(y-h)\left[1+2\sum_{m\ge1}\cos k_mx\right],\qquad k_m=\frac{2\pi m}{P}.$$

The uniform part is a sheet of density $\lambda/P$. Between gate and sheet its field has magnitude $4\pi\lambda/(\kappa P)$; above the sheet the field vanishes, because sheet and gate carry opposite charges. At $y=h$ the potential is $4\pi\lambda h/(\kappa P)$, which contributes $2\pi h/P$ to $u$.

For a ripple $\cos kx$, Laplace's equation away from the sheet allows $e^{\pm ky}$. The solution that decays upward, vanishes at $y=0$ and is continuous at $y=h$ is proportional to $e^{-k|y-h|}-e^{-k(y+h)}$. Across the sheet its slope drops by $2k$. Poisson's equation requires a drop of $(4\pi/\kappa)(2\lambda/P)$, so the coefficient of the potential is $4\pi\lambda/(\kappa Pk)=2\lambda/(\kappa m)$. Therefore, for $0\le y\le h$,

$$u=\frac{2\pi y}{P}+\sum_{m\ge1}\frac{\cos k_mx}{m}\left[e^{-k_m(h-y)}-e^{-k_m(h+y)}\right].$$

Evaluate this at the side of the tube, $x=R$, $y=h$. Two sums are needed. From $\sum_m q^m/m=-\ln(1-q)$ with $q=e^{it}$, and $|1-e^{it}|=2\sin(t/2)$ for $0<t<2\pi$,

$$\sum_{m\ge1}\frac{\cos(2\pi mR/P)}{m}=-\ln\!\left(2\sin\frac{\pi R}{P}\right)\simeq\ln\frac{P}{2\pi R}.$$

In the second sum the exponentials make it safe to replace the cosine by 1, and it becomes

$$-\sum_{m\ge1}\frac{e^{-4\pi mh/P}}{m}=\ln\!\left(1-e^{-4\pi h/P}\right).$$

Adding the three parts,

$$L_0=\frac{2\pi h}{P}+\ln\frac{P}{2\pi R}+\ln\!\left(1-e^{-4\pi h/P}\right).$$

Since $e^{z}(1-e^{-2z})=2\sinh z$ with $z=2\pi h/P$, this is again $\ln[P\sinh(2\pi h/P)/(\pi R)]$.

## The two limits

**Wide pitch, $P\gg h$.** Here $z$ is small and $\sinh z\simeq z(1+z^2/6)$, so

$$L_0\simeq\ln\frac{2h}{R}+\frac16\left(\frac{2\pi h}{P}\right)^2.$$

The first term is the isolated thin wire above a plane. The second is the leading effect of the neighbours. It is positive: their charge raises the potential of the tube, so less charge is needed to reach $V$.

**Close pitch, $R\ll P\ll h$.** The last logarithm in the mode form is negligible, and

$$\frac CP=\frac{\kappa}{2PL_0}\simeq\frac{\kappa}{4\pi}\,\frac{1}{h+(P/2\pi)\ln(P/2\pi R)}.$$

This is a parallel-plate capacitor with an added gap, which accounts for the crowding of field lines onto thin wires. The added gap vanishes relative to $h$ as $P/h\to0$ at a fixed small ratio $R/P$. Letting $P\to0$ at fixed $R$ is not allowed, because the tubes would overlap.

A numerical solution for conducting tubes of finite radius tests this limit at $P=0.5$ nm, $h=20$ nm and $R=0.005$ nm, values chosen for the mathematics alone. It gives $L-2\pi h/P=2.77$, which agrees with $\ln(P/2\pi R)=2.77$ to the digits shown. The capacitance per area is 98.9% of the plate value.

Between the limits, at fixed $h$ and $R$,

$$\frac{dL_0}{dP}=\frac1P\left(1-z\coth z\right)<0,$$

because $\tanh z<z$ for $z>0$. The capacitance per tube thus falls steadily as the tubes are brought together, within the thin-tube regime.

## What a finite radius changes

The charge of a real tube lies on its surface. Suppose first that it is spread uniformly over that surface. Outside, each such ring acts as a line charge on its axis. The potential from all other rings and images is harmonic inside the tube considered, so its average over the circle equals its value at the centre. The tube's own part is $-\ln R$. The average of $u$ is therefore $L_0$ without any expansion in $R$, as long as tubes neither overlap nor touch the plane.

A conductor does not keep this uniform charge. Write the uniform distribution as the true one plus a difference $\delta\sigma$ with no net charge on any tube. The cross term in the energy is $V\int\delta\sigma=0$, and the energy of $\delta\sigma$ alone is that of a field, hence not negative. The uniform rings therefore have at least the true energy. At fixed $\lambda$ the energy per length is $\lambda^2L/\kappa$, so $L\le L_0$: the thin-tube formula is a lower bound on the electrostatic capacitance.

The leading correction comes from the images, which tilt the potential across the tube. Near the axis the numerator of the closed form contributes $\ln\sinh[\pi(y+h)/P]$ plus a constant, with slope at $y=h$

$$a=\frac{\pi}{P}\coth\frac{2\pi h}{P}.$$

On the surface this adds $aR\sin\theta$ to $u$. To cancel it, the tube acquires a dipole with potential $-aR^2\sin\theta/r$, where $r$ is the distance from the axis.

A vertical dipole is the derivative of a line charge with respect to its height $h'$. The image part of the potential at height $y$ is then $-aR^2$ times the $h'$ derivative of $\ln\sinh[\pi(y+h')/P]$. At $y=h'=h$ that derivative is $a$. Dipoles in the same row add nothing at the axis, since their potential is odd in $y-h$. Therefore

$$L=L_0-a^2R^2+O(R^4).$$

The row's quadratic variation of potential, of order $R^2$ on the surface, induces moments of order $R^4$, so it first enters $L$ at that order. In the finite-radius solution at $h=P=8$ nm, halving $R$ from 0.4 to 0.2 nm reduces what is left after the dipole term by a factor 15.88, close to the 16 of an $R^4$ remainder.

## The numbers explained

For $R=0.6$ nm and $h=P=8$ nm, $2\pi h/P=6.283$ and

$$L_0=\ln(1136.3)=7.036.$$

With $2\pi\varepsilon_0\kappa=890$ aF/µm, the capacitance is $890/7.036=126.5$ aF/µm, or 0.0790 $e$/(V Å). The finite-radius solution gives $L=6.981$ and 127.5 aF/µm. The thin formula is thus 0.8% below the finite-radius value. The difference in $L$ is 0.055, and the dipole term predicts 0.056.

The opening puzzle is settled by dividing the same $L_0$ in two ways:

$$7.036=\underbrace{3.283}_{\ln(2h/R)}+\underbrace{3.752}_{\text{neighbours}}=\underbrace{6.283}_{2\pi h/P}+\underbrace{0.752}_{\ln(P/2\pi R)}.$$

The first form compares the tube with an isolated one: $3.283/7.036=0.47$, so it keeps 47% of its capacitance. The second compares the array with a plate: $6.283/7.036=0.89$, or 0.90 with the finite-radius value. The neighbours supply more than half of the potential of each tube, and about 89% of the potential is that of the uniform sheet.

With $R$, $h$ and $\kappa$ fixed, the pitch gives:

| $P$ (nm) | thin $C$ (aF/µm) | full $C$ (aF/µm) | full $C/P$ over plate |
|---:|---:|---:|---:|
| 4 | 70.5 | 71.7 | 1.012 |
| 8 | 126.5 | 127.5 | 0.900 |
| 16 | 194.1 | 194.7 | 0.687 |
| 32 | 242.9 | 243.1 | 0.429 |
| 128 | 269.0 | 269.1 | 0.119 |

In the thin formula a tube has half its isolated capacitance when $\sinh z/z=2h/R$, which here means $P=8.79$ nm.

The first row exceeds the plate value by 1.2%. The reference plate lies at the height of the axes, while the tubes extend below it. At this pitch $\ln(P/2\pi R)=0.059$, but $a^2R^2=0.222$. The dipole correction outweighs the added gap, and the effective gap becomes smaller than $h$. The thin formula misses this and is 1.7% below the full value.

## A real transistor

The example lies in the regime of carbon-nanotube array transistors with hafnium oxide as gate dielectric. Its parameters are rough typical values: 8 nm pitch is 125 tubes per µm, a dense array, while 7.4 nm of oxide is thick for a strongly scaled device. Real arrays also have irregular pitch, which the model leaves out and whose effect is not estimated here.

For tubes embedded in the oxide, one large correction is not electrostatic. A semiconducting tube must fill its bands, so the gate voltage is shared:

$$eV_G=\mu+\frac{e^2n}{C},$$

where $n$ is the number of electrons per length and $\mu$ the Fermi level above midgap. The band model has energies $\sqrt{\Delta_s^2+(\hbar vk)^2}$, fourfold degeneracy, and two subbands with $\Delta_1=\hbar v/3R$ and $\Delta_2=2\Delta_1$. A hopping energy of 2.7 eV and a bond length of 0.142 nm give $\hbar v=0.575$ eV nm and $\Delta_1=0.32$ eV.

At 300 K and $V_G=1$ V, counted from midgap alignment, the solution is $\mu=0.392$ eV. Only $1-0.392=0.608$ V remains across the dielectric, and $n$ falls from 0.790 to 0.480 per nm, a loss of 39%. Most of the lost voltage, 0.32 V, is spent in reaching the band edge. It acts mainly as a threshold and should not be read as a 39% loss of incremental capacitance: at 1 V the slope $dn/dV_G$ is 16% below $C/e$. The second subband holds about $5\times10^{-5}$ of the charge.

The model also lets the oxide reach the radius $R$ itself. A real tube may be separated from the oxide by a thin layer of low permittivity $\kappa_s$ and thickness $g$, which adds about $(\kappa/\kappa_s-1)\ln[(R+g)/R]$ to $L$. For $g=0.2$ nm this lowers $C$ by 39% if $\kappa_s=1$ and by 23% if $\kappa_s=2$. This is comparable to the effect of band filling, so the capacitances and fields quoted here hold only for intimate contact with the oxide.

The field is strongest near the bottom of the tube. There the line charge contributes $1/R$ to the gradient of $u$, and the tilt with its induced dipole contributes $2a$, so

$$E\simeq\frac VL\left(\frac1R+2a\right)=\frac{1\ \text{V}}{6.98}\,(1.667+0.785)\ \text{nm}^{-1}\simeq3.5\ \text{MV/cm}.$$

The finite-radius solution gives 3.6 MV/cm with the full 1 V across the oxide, and 2.2 MV/cm with the voltage shared as above. Both values treat the tube as a perfect conductor. A semiconducting tube polarizes less across its section than a metal, and in an oxide of high permittivity its dipole can even be reversed, which lowers the field at the bottom. The small gain in capacitance from the dipole likewise belongs to metallic cylinders. A rough breakdown field for the oxide is 5 MV/cm, so the margin is modest.

Tunnelling to the gate is negligible in this model. With a rough barrier of 1.5 eV and a tunnelling mass of 0.2 electron masses, the semiclassical exponent straight down through the oxide, with the full 1 V across it, is 32.5, a transmission near $10^{-14}$. The figure is sensitive to the rough inputs: a mass of 0.1 gives an exponent of 23 and a transmission near $10^{-10}$, and a barrier of 1.2 eV with that mass gives 19 and $10^{-8}$. Leakage through defects is not included.

## What each derivation assumes

Both derivations place the charge on the axes, take all tubes at one potential and ignore their ends. They differ in what can be relaxed.

The image sum needs a uniform dielectric above the plane, since otherwise one image per charge does not suffice. It needs periodicity only to turn the product into sines. For an irregular or finite array the pair potentials $u_1$ can still be added, with a different charge on each tube, found by requiring equal potentials.

The mode sum needs periodicity from the start, but it tolerates dielectric layers parallel to the gate. Let the dielectric end at a distance $s$ above the axes, with air beyond. Above the sheet a mode is then proportional to $e^{-k(y-h)}+q\,e^{k(y-h)}$, with $q=re^{-2ks}$. In air it decays as $e^{-ky}$. Continuity of the potential and of the normal displacement gives $\kappa(1-r)=1+r$, so $r=(\kappa-1)/(\kappa+1)$.

Below the sheet the mode is proportional to $\sinh ky$. If its value at the sheet is $G$ and the required drop in slope is $S$, then

$$kG\left[\coth kh+\frac{1-q}{1+q}\right]=S.$$

With $w=e^{-2kh}$, $\coth kh=(1+w)/(1-w)$, and the bracket equals $2(1+qw)/[(1-w)(1+q)]$. Hence

$$G=\frac{S}{2k}(1-w)\,\frac{1+q}{1+qw}.$$

The last fraction is the change from a uniform dielectric. The uniform part of the sheet is unaffected, because it has no field above the tubes.

For $s=3$ nm the sum over modes raises $L$ by 0.008 for line charges (0.006 for conducting tubes of finite radius) and lowers $C$ by 0.1%. The slowest ripple has fallen to about 10% of its amplitude when it reaches the air, and its reflection returns to the axes with less than 1%.

Without a cap the ripples matter more. For a tube half sunk in the surface, $s=0$ and $q=r$. Since $w$ is tiny here, each mode is multiplied by $1+r=2\kappa/(\kappa+1)=1.88$. Then $L\simeq6.283+1.88\times0.752=7.70$, and $C$ falls by about 9% from the thin-formula value. At this pitch the loss is modest because the uniform sheet supplies most of $L$; for wider pitch at the same height the ripples carry more of it, and the assumption of a uniform dielectric matters more. This estimate does not cover a tube resting on top of the oxide. There the tube is surrounded by air, which takes a share of the voltage, and the loss is larger. With 7.4 nm of oxide, a conducting tube that touches the surface has about 83 aF/µm, 35% below the embedded value. With an air gap of 0.3 nm beneath it, the value is about 39 aF/µm, 69% below. The remaining computed values are in the numerical output.

## Numbers as computed

```
Tube radius R = 0.6 nm; axis height h = 8.0 nm; pitch P = 8.0 nm
Relative permittivity = 16.0; voltage = 1.0 V; T = 300.0 K
Argument of logarithm = 1136.3; L0 = 7.0356
C per tube, thin formula = 126.52 aF/um
Same C converted = 0.07897 e/(V angstrom)
C per tube, finite-radius solution = 127.51 aF/um
L, finite-radius solution = 6.9809
Dipole correction a^2 R^2 = 0.0555
Remainder ratio when R is halved = 15.88
Isolated-tube C, ln(2h/R) form = 271.10 aF/um
Pitch at which C is half the isolated value = 8.79 nm
Sweep: pitch (nm), thin C (aF/um), full C (aF/um), full C/P over plate
     4.0     70.50     71.69   1.0121
     8.0    126.52    127.51   0.9001
    16.0    194.13    194.72   0.6872
    32.0    242.85    243.12   0.4290
   128.0    269.00    269.13   0.1187
Plate-limit test: P = 0.5 nm, h = 20.0 nm, R = 0.005 nm
  full C/P over plate value = 0.9891
  L - 2 pi h/P = 2.7666
  ln(P/(2 pi R)) = 2.7673
Carbon hopping = 2.7 eV; bond length = 0.142 nm
hbar v = 0.5751 eV nm; half gap = 0.3195 eV
Fermi level above midgap = 0.3921 eV; kT = 0.02585 eV
Electrons per length, geometric C alone = 0.7897 /nm
Electrons per length, with density of states = 0.4801 /nm
Ratio of these densities = 0.6079
Share of second subband = 5.36e-05
Largest field, full voltage on oxide = 3.58 MV/cm
Largest field, with density of states = 2.18 MV/cm
Rough oxide breakdown field = 5.0 MV/cm
Oxide barrier = 1.5 eV; tunnelling mass = 0.2 m_e
Tunnelling exponent = 32.50
Tunnelling transmission = 7.7e-15
Oxide cap above axes = 3.0 nm; shift of L = 0.00796
Change of C from air above cap = -0.113 percent
```
